Capacitance of a double Schottky barrier pinned on its forward side

A grain boundary between two n-type grains with 1.00×10¹⁷ donors per cm³ has a calculated capacitance of 51.24 nF/cm² without bias and 32.87 nF/cm² at 2 V. If 1/C² is calculated at nine equally spaced biases from 0 to 2 V and plotted against bias, as for a single Schottky contact, the slope of a fitted straight line gives a donor density of 6.13×10¹⁶ cm⁻³. That is 39 % below the density put into the calculation. The same capacitances return the correct density once a constant, 1/(2C₀), is subtracted from 1/C before squaring. The constant belongs to the half of the barrier that the bias leaves unchanged.

**Setting and conventions**

The boundary is the plane x = 0. Both grains have the same permittivity ε and the same uniform density N of ionized shallow donors. The plane carries trapped electrons, whose negative charge bends the bands upward on both sides.

The right grain is biased positively by V > 0, the voltage across this one boundary. Electrons then flow from left to right, so the left side is the forward side and the right side the reverse side. All charges and capacitances are per unit area.

Let u(x) be the upward band bending, in volts, measured from the bulk of the grain in question. Its values at the plane are the barriers u_L and u_R. The band edge is continuous at the plane, while the right bulk lies lower by V, so

u_R = u_L + V.

At zero bias both barriers equal φ. The thermal voltage is V_T = kT/e. The assumptions are these.

(A) The electrons of each grain are non-degenerate and in equilibrium with that grain's bulk, so their density is N exp(−u/V_T). Both barriers are many V_T high, and the grains are wider than their depletion layers.

(B) In the steady state at each bias, the trapped charge adjusts so that u_L = φ. This is what "pinned on the forward side" means here.

(C) The small alternating signal that measures C is too fast for the trapped charge to follow.

Assumptions (B) and (C) do not conflict: one concerns the slow bias, the other the fast signal.

**Theorem.** Under (A), (B) and (C), with C₀ the capacitance at V = 0,

(1/C − 1/(2C₀))² = 2(φ + V − V_T)/(eεN),

up to terms of relative order exp(−φ/V_T). The left side is therefore linear in V, with slope 2/(eεN).

**Lemma 1 (one side of the barrier).** A side with barrier u_s holds the positive charge Q = eNs and has the differential capacitance dQ/du_s = ε/s, where

s = √(2ε(u_s − V_T)/(eN)).

Proof. The charge density is that of the donors minus that of the electrons:

ρ = eN[1 − exp(−u/V_T)].

The electrostatic potential ψ obeys ψ″ = −ρ/ε. Electrons have negative charge, so their band edge rises where ψ falls, and u equals −ψ plus a constant. Hence

u″ = (eN/ε)[1 − exp(−u/V_T)].

Multiply by u′. The left side becomes the derivative of u′²/2. On the right, the integral of 1 − exp(−u/V_T) over u is u + V_T exp(−u/V_T). In the bulk both u and u′ vanish, and this integral has the value V_T there. Integrating from the bulk to the plane gives, for the field strength F = |u′| at the plane,

F² = (2eN/ε)[u_s − V_T + V_T exp(−u_s/V_T)].

By Gauss's law the charge of the side is Q = εF. Differentiating the expression for F² gives

2F dF/du_s = (2eN/ε)[1 − exp(−u_s/V_T)],

and therefore

dQ/du_s = ε dF/du_s = (eN/F)[1 − exp(−u_s/V_T)].

For a barrier of many V_T the exponentials are dropped. Define s = εF/(eN). Then Q = εF = eNs and dQ/du_s = eN/F = ε/s. Inserting F = √(2eN(u_s − V_T)/ε) into s gives the stated root. ∎

If the electrons in the depletion layer are ignored altogether, V_T disappears and s becomes the usual depletion width w = √(2εu_s/(eN)). The term −V_T records the gradual edge of the layer, where electrons partly neutralize the donors.

**Lemma 2 (frozen trapped charge).** Under (A) and (C),

1/C = (s_L + s_R)/ε.

Proof. Let Q_t be the magnitude of the trapped negative charge. The field vanishes in both bulks, so the whole structure is neutral:

Q_L + Q_R = Q_t.

During the fast signal Q_t is constant, hence dQ_L = −dQ_R. The change of voltage is

dV = du_R − du_L.

By Lemma 1, du_R = (s_R/ε)dQ_R and du_L = (s_L/ε)dQ_L = −(s_L/ε)dQ_R. Thus

dV = [(s_R + s_L)/ε]dQ_R.

The charge dQ_R is supplied through the right terminal, so C = dQ_R/dV, which is the claim. A conduction current also crosses the boundary. In this model it stays in phase with the signal and appears as a parallel conductance, not as part of C. ∎

**Proof of the theorem.** At V = 0 both barriers equal φ, and both lengths equal

s₀ = √(2ε(φ − V_T)/(eN)).

Lemma 2 gives 1/C₀ = 2s₀/ε. Half of this is the share of one side:

1/(2C₀) = s₀/ε.

At bias V, assumption (B) keeps u_L = φ, so s_L = s₀. The reverse barrier is u_R = φ + V. Lemma 2 then gives

1/C = s₀/ε + s_R/ε = 1/(2C₀) + s_R/ε.

Subtract 1/(2C₀) and square. With s_R² = 2ε(φ + V − V_T)/(eN),

(1/C − 1/(2C₀))² = s_R²/ε² = 2(φ + V − V_T)/(eεN). ∎

The line reaches zero at V = −(φ − V_T). The barrier is therefore the magnitude of this intercept plus V_T. Temperature enters through the intercept and not through the slope, as long as ε and N are unchanged.

**The example in numbers**

The inputs are round, rough values in the regime of grain boundaries in zinc oxide varistors: relative permittivity 8.5, N = 1.00×10¹⁷ cm⁻³, φ = 0.60 V and T = 300 K, so that V_T = 25.85 mV. The depletion width is 75.1 nm on each side at zero bias. At 2 V it is still 75.1 nm on the forward side and has grown to 156.3 nm on the reverse side.

The capacitances come from a numerical solution of the nonlinear Poisson equation across both grains. At each bias the trapped charge was chosen to hold the forward barrier at 0.60 V. It was then frozen, the bias was changed by ±5 mV, and the charge of the right grain was differentiated. Neither lemma enters this calculation. With Y = (1/C − 1/(2C₀))² and 1/(2C₀) = 9.759 cm²/μF, it gives

V = 0: C = 51.24 nF/cm², Y = 95.23 (cm²/μF)²
V = 1 V: C = 38.58 nF/cm², Y = 261.09 (cm²/μF)²
V = 2 V: C = 32.87 nF/cm², Y = 426.96 (cm²/μF)²

The two end points give the slope

(426.96 − 95.23)/2 = 165.9 (cm²/μF)²/V.

The theorem predicts 165.86 in the same unit. Since 1 (cm²/μF)² is 10¹² cm⁴/F², the donor density follows as

N = 2/(eε × slope)
= 2/[(1.602×10⁻¹⁹ C)(8.5 × 8.854×10⁻¹⁴ F/cm)(1.659×10¹⁴ cm⁴ F⁻² V⁻¹)]
= 1.00×10¹⁷ cm⁻³.

The fitted line reaches zero at −0.574 V. Adding V_T = 0.026 V to the magnitude returns φ = 0.600 V. A repetition at 400 K, with the barrier held at 0.60 V, gave the same slope to all printed digits.

The full-depletion formula gives C₀ = 50.12 nF/cm², about 2 % below the solution. Lemma 1 accounts for this: the ratio of the two is √(φ/(φ − V_T)) = √(0.600/0.574) = 1.02.

**Corollary (the ordinary plot).** Under the same assumptions,

d(1/C²)/dV = [2/(eεN)](1 + s₀/s_R).

Proof. Write 1/C = a + b, with a = s₀/ε constant and b = s_R/ε. The theorem says db²/dV = 2/(eεN), so db/dV = [2/(eεN)]/(2b). Then

d(a + b)²/dV = 2(a + b)db/dV = [2/(eεN)](a + b)/b,

and (a + b)/b = 1 + s₀/s_R. ∎

The excess factor is 2 at V = 0, where s_R = s₀, and tends to 1 when V is much larger than φ. The approach is slow, because s₀/s_R falls only as the inverse square root of V. Even where the slope is close to that of a single Schottky barrier, the intercept is not: 1/C² contains the cross term 2ab, which keeps growing with V and moves the zero of the local tangent to ever more negative bias. At 1 V, b = √261.09 = 16.16 cm²/μF, and the factor is 1 + 9.76/16.16 = 1.60, in agreement with the numerical derivative. The ordinary plot is therefore curved. Its fitted slope between 0 and 2 V is too steep by a factor of 1.00/0.613 = 1.63, which explains the low density in the opening paragraph. The factor 2 at V = 0 is a property of assumption (B). A symmetric boundary has C(V) = C(−V), and in the trap model given below the slope falls to zero for V ≪ V_T.

**Remark 1 (trapped charge fixed in the steady state too).** Drop (B) and suppose that the trapped charge keeps its zero-bias value at every bias. By Lemma 1 and neutrality, eN(s_L + s_R) = Q_t = 2eNs₀. The sum s_L + s_R stays at 2s₀, and Lemma 2 gives C = C₀: the capacitance does not depend on bias while both barriers remain many V_T high.

The forward barrier pays for this. From u_R − u_L = V and Lemma 1,

s_R² − s_L² = 2εV/(eN).

Dividing by s_R + s_L = 2s₀ gives s_R − s_L = εV/(eNs₀). Half the difference of sum and difference is

s_L = s₀ − εV/(2eNs₀) = s₀[1 − V/(4(φ − V_T))],

where the last form uses s₀² = 2ε(φ − V_T)/(eN). Since s_L² is proportional to u_L − V_T,

u_L − V_T = (φ − V_T)[1 − V/(4(φ − V_T))]².

At 1 V the bracket is 1 − 1/(4 × 0.5741) = 0.565, and u_L = 0.574 × 0.565² + 0.026 = 0.209 V. The Poisson solution also gives 0.209 V, with C = 51.23 nF/cm² against C₀ = 51.24 nF/cm². In this model, the fall of C with bias therefore comes from the growth of the trapped charge.

**Remark 2 (trapped charge that follows the signal).** Drop (C) instead, and let the trapped charge keep u_L = φ during the signal as well. Then du_L = 0 and du_R = dV, so the stored charge of the reverse side changes by dQ_R/dV = ε/s_R. At 1 V this is 61.89 nF/cm², compared with the 38.58 nF/cm² of the theorem. The larger number is not a prediction of the measured low-frequency capacitance, to which delayed conduction currents can also contribute. It shows that the series formula of Lemma 2 needs a frozen interface.

**Remark 3 (unequal doping).** Let the forward grain have density N_L and the reverse grain N_R. Lemmas 1 and 2 still hold side by side, with 1/C = (s_L + s_R)/ε. If s_L is pinned, (1/C − s_L/ε)² has slope 2/(eεN_R), so the reverse grain is the one measured. But 1/(2C₀) is now the mean of two unequal terms and not s_L/ε. Subtracting it leaves (s_R/ε + δ)² with a constant δ ≠ 0, which is not a straight line in V.

**Remark 4 (several boundaries in series).** For m equal boundaries sharing a total voltage V_tot equally, V = V_tot/m, and the measured areal capacitance is C/m. Every reciprocal capacitance is multiplied by m, so the squared expression is m² times that of one boundary. Its slope with respect to V_tot is m² × (1/m) = m times 2/(eεN). The number of boundaries must be known before N can be found.

**How well can the forward side be pinned?**

Suppose the boundary has a constant density D of trap states per area and energy, at fixed depths d (in volts) below the band edge. A state exchanges electrons with both grains. Let n_L = N exp(−u_L/V_T) and n_R = N exp(−u_R/V_T) = n_L exp(−V/V_T) be the electron densities at the plane. Let g_L and g_R be the factors by which tunnelling near the barrier top speeds up exchange with each grain.

Equilibrium with either grain alone requires that emission be proportional to n₁ = N_c exp(−d/V_T), where N_c is the effective density of states of the conduction band. If f is the filled fraction, the steady state is

(1 − f)(g_L n_L + g_R n_R) = f(g_L + g_R)n₁.

So f/(1 − f) is proportional to exp(d/V_T), which is a Fermi function. Its filling level lies where n₁ = (g_L n_L + g_R n_R)/(g_L + g_R), at the depth

d* = V_T ln(N_c/N) + u_L + Δ,
Δ = V_T ln[(g_L + g_R)/(g_L + g_R exp(−V/V_T))].

At V = 0, d* = V_T ln(N_c/N) + φ. The rise of the filling level, φ − u_L − Δ, times D must supply the additional trapped electrons, N(s_L + s_R − 2s₀). Hence

φ − u_L = Δ + N(s_L + s_R − 2s₀)/D.

Even for infinite D the term Δ remains. With g_L = g_R it tends to V_T ln 2 = 17.9 mV for V ≫ V_T. For V ≪ V_T it is V/2, so the two barriers become φ − V/2 and φ + V/2, as the symmetry of the boundary demands. The pinned model is thus an approximation for biases well above V_T, with C₀ taken from the symmetric state.

The factors g were estimated for a triangular barrier with field F and one isotropic mass m*, roughly 0.28 electron masses. An electron excited to a point z volts below the top is more abundant by exp(z/V_T) than one at the top. It tunnels with probability exp(−αz^{3/2}), where twice the integral of √(2m*e(z − Fx))/ħ from x = 0 to z/F gives α = 4√(2m*e)/(3ħF). Thermal emission over the top counts as 1, so

g = 1 + (1/V_T)∫ exp(z/V_T − αz^{3/2}) dz,

taken from z = 0 to the trap depth. This gives 3.3 for the zero-bias field and 10.5 for the reverse field at 2 V. These are rough values: at the zero-bias field the integrand peaks where αz^{3/2} is only about 0.3, too small for the tunnelling formula to be accurate. An exact solution for the two-sided triangular barrier, with exchange taken proportional to the electron density at the plane, gives smaller factors, 1.7 and 4.7 at 2 V. Only their ratio enters Δ, which changes from 37 to about 35 mV.

For D = 10¹⁴ cm⁻² eV⁻¹, Δ ≈ 25.85 mV × ln(1 + 10.5/3.3) = 37 mV. The additional trapped density is about 10¹⁷ cm⁻³ × (156.3 − 75.1) nm = 8.1×10¹¹ cm⁻², which costs another 8 mV. The sum agrees with the self-consistent drop of 45 mV at 2 V. For D = 10¹³ cm⁻² eV⁻¹ the drop is 110 mV.

A lower forward barrier shortens both s_L and s_R. The deficit in Y contains the product s_R(s₀ − s_L), which grows with bias even at a constant drop. The slope becomes too small and the inferred N too large. For fits between 0.5 and 2 V, the errors relative to the true N are about +6 % and +19 % for the higher and lower D. A constant drop equal to the mean drop would give only about +2 % and +4 %. The larger part arises because the drop itself grows over this range, from 26 to 45 mV and from 45 to 110 mV.

**The model beside real boundaries**

Zinc oxide varistors contain boundaries with barriers and doping of roughly the size used here, with the donor density toward the low end. Imperfect pinning is the largest error among those estimated, 6 to 19 % in N for the two assumed trap densities. Both densities are assumptions, and the error rises steeply below them: the same model gives about +57 % for D = 3×10¹² and about +190 % for D = 10¹² cm⁻² eV⁻¹. The barrier read from the intercept is affected too, 0.68 V instead of 0.60 V for D = 10¹³ cm⁻² eV⁻¹. A Gaussian spread of barrier heights of 50 mV rms, treated as independently pinned patches in parallel, changes N by −0.2 %. The slope determines the product εN, so a small relative error in ε passes to N with opposite sign. Deep donors, which ionize only inside the depletion layers, are left out of the model. Where a material contains them in appreciable number, the slope no longer gives the shallow donor density alone.

Assumption (C) can be checked for size. With a rough capture cross-section of 10⁻¹⁵ cm², an empty trap fills in about 6 s when the forward barrier is 0.60 V. Holding each bias for many such times lets the trapped charge reach the steady state to which (B) refers; how closely u_L then equals φ depends on D, as shown above. At 1 MHz and D = 10¹⁴ cm⁻² eV⁻¹, with the forward barrier at 0.60 V and tunnelling left out, the trapped charge that follows is estimated to be at most about 10⁻⁴ of the charge response of the two sides. The 45 mV barrier drop and the tunnelling factor 3.3 together raise this by exp(45/25.85) × 3.3 ≈ 19, to about 2×10⁻³, which is still small.

The bias range is limited as well. At 2 V an electron crossing the reverse side can gain at most 2.60 eV, below the rough band gap of 3.3 eV, and the thermal energy it brings along is typically only a few kT. Pair creation by impact is therefore expected to be negligible. The peak field is 0.33 MV/cm. The donor density is 0.027 of N_c, which supports the non-degenerate treatment. Complete ionization of the shallow donors in the bulk is a separate assumption. If some of them are neutral there but ionized throughout most of the depletion layer, the constant V_T in the intercept changes, while the slope still gives the full shallow donor density. The mean donor spacing of 21.5 nm is less comfortable: a zero-bias depletion layer is only three to four spacings wide, so uniform donor charge is a coarse description.

In a row of grains, each grain holds the reverse layer of one boundary and the forward layer of the next. At 2 V per boundary these need 156.3 + 75.1 = 231 nm. Grains of several micrometres meet this condition. A granular film with this doping and grains of some tens of nanometres does not: its grains are depleted throughout, and the theorem does not apply.

Calculated quantities

```
relative permittivity (rough input): 8.5
donor density N (rough input): 1.00e+17 cm^-3
barrier phi (rough input): 0.60 V; temperature 300 K
thermal voltage kT/e: 25.85 mV
depletion width, each side at V=0: 75.1 nm
depletion width, reverse side at V=2 V: 156.3 nm
C0, full-depletion formula: 50.12 nF/cm^2
C0, Poisson solution: 51.24 nF/cm^2
1/(2 C0), Poisson solution: 9.759 cm^2/uF
Poisson data: V (V), C (nF/cm^2), (1/C-1/(2C0))^2 ((cm^2/uF)^2)
  0.0  51.24  95.23
  0.5  43.28  178.16
  1.0  38.58  261.09
  1.5  35.33  344.03
  2.0  32.87  426.96
slope 2/(e eps N): 165.86 (cm^2/uF)^2/V
slope fitted to Poisson data: 165.86 (cm^2/uF)^2/V
slope fitted at 400 K: 165.86 (cm^2/uF)^2/V
largest departure from line / y(2 V): 3.5e-08
bias where fitted line reaches zero: -0.5741 V
recovered N: 1.0000e+17 cm^-3
recovered phi (kT/e added): 0.6000 V
N from ordinary 1/C^2 plot, 0-2 V: 6.132e+16 cm^-3
ordinary local slope / true slope at 1 V: 1.604
C at 1 V, pinned in dc, frozen in ac: 38.58 nF/cm^2
C at 1 V, charge fixed in dc too: 51.23 nF/cm^2
forward barrier at 1 V in that case: 0.209 V
dQ_reverse/dV at 1 V, charge follows: 61.89 nF/cm^2
Neglected effects (estimates):
kT ln2 / e: 17.9 mV
effective mass (rough input): 0.28 electron masses
emission gain, forward field at 0 V: 3.26
emission gain, reverse field at 2 V: 10.54
interface states 1e+13 cm^-2 eV^-1:
  forward barrier drop at 2 V: 109.6 mV
  error of N from 0.5-2 V fit: 18.8 %
interface states 1e+14 cm^-2 eV^-1:
  forward barrier drop at 2 V: 45.5 mV
  error of N from 0.5-2 V fit: 5.7 %
barrier spread 50 mV rms: N error -0.17 %
capture cross-section (rough input): 1e-15 cm^2
trap filling time 1/rate at barrier phi: 5.9 s
bound on trap share of response at 1 MHz: 7.7e-05
N / conduction-band density of states: 0.027
peak field at 2 V: 0.331 MV/cm
largest electron energy gain at 2 V: 2.60 eV
band gap (rough input): 3.3 eV
mean donor spacing N^(-1/3): 21.5 nm
```
